# Force constants from few displacements: site symmetry, pseudoinverse and cubic contamination

## What the error must look like

Starting from an equilibrium structure, where all forces vanish, displace one atom by a vector $\mathbf d$ of length $h$, compute the forces on all atoms, and estimate force constants from force divided by displacement. The leading error comes from the third derivatives of the energy, written $\Psi$. A force constant has the unit N/m and $\Psi$ has the unit N/m², so an error linear in $\Psi$ must carry one factor of length:

$$\delta\Phi\sim\Psi h .$$

Symmetry adds a second condition. The quadratic part of the force is unchanged under $\mathbf d\to-\mathbf d$, and division by the displacement makes its contribution odd. The error therefore changes sign when all displacements are reversed. If the set of displacements is its own reverse, this error of order $h$ equals its own negative and is zero. An error of order $h^2$ remains.

The same symmetry operations that save force calculations may already supply the reversed displacements. Whether they do depends on the site and on the chosen direction.

## One hydrogen atom by hand

Take planar BH₃ with boron at the origin, the molecule in the $xy$ plane and one hydrogen on the positive $x$ axis. Four operations leave this hydrogen in place: the identity, the half-turn about $x$, the reflection $z\to-z$ and the reflection $y\to-y$. They form its site group, $mm2$ with the axis along the bond.

Displace the hydrogen by $\mathbf d=a(1,1,1)$, so that $h=\sqrt3\,a$. The four operations turn this vector into the columns of

$$D=a\begin{pmatrix}1&1&1&1\\1&-1&1&-1\\1&-1&-1&1\end{pmatrix}.$$

The rows are mutually orthogonal, so $M=DD^{T}=4a^2\mathbf 1$. The columns span space. One force calculation, copied by symmetry, thus contains the response to three independent displacements.

Consider the force component $F_x$ on the displaced hydrogen itself. All four operations leave this atom and the $x$ direction unchanged, so $F_x$ is the same for each column. A least-squares fit of $F=-\Phi D$ gives $\hat\Phi=-FD^{T}M^{-1}$, derived below for the general case. Here it gives

$$\hat\Phi_{xx}=-\frac{4F_xa}{4a^2}=-\frac{F_x}{a},\qquad
\hat\Phi_{xy}=-\frac{F_xa(1-1+1-1)}{4a^2}=0,$$

and likewise $\hat\Phi_{xz}=0$.

Now expand the force. The reflections forbid terms in $F_x$ that are odd in $d_y$ or $d_z$. What remains is

$$F_x=-\Phi_{xx}a-\tfrac12 S a^2+O(a^3),\qquad S=\Psi_{xxx}+\Psi_{xyy}+\Psi_{xzz},$$

and hence

$$-\frac{F_x(+\mathbf d)}{a}=\Phi_{xx}+\tfrac12Sa+O(a^2),\qquad
\frac{F_x(-\mathbf d)}{a}=\Phi_{xx}-\tfrac12Sa+O(a^2).$$

The mean of the two estimates is free of $S$.

For numbers, the forces were computed by restricted Hartree–Fock theory in the 6-31G basis, at the energy minimum within the planar threefold shape, where the bond length is 118.6 pm. This level omits electron correlation and the basis is small: at the same Hartree–Fock level the larger cc-pVTZ basis moves the bond length by less than 0.2 pm, lowers the hydrogen's bond-direction force constant from 415 to about 403 N/m and shifts the wavenumbers given below by up to about 40 cm⁻¹. The reference is the analytic second-derivative matrix at the same level, so the comparison judges the differentiation and not the description of the molecule.

With $h=2$ pm, $a=2/\sqrt3=1.1547$ pm. The forces are $F_x(+\mathbf d)=-0.468561$ nN and $F_x(-\mathbf d)=0.489455$ nN. Since 1 nN/pm is 1000 N/m,

$$\frac{0.468561}{1.1547}\times1000=405.8\ \text{N/m},\qquad
\frac{0.489455}{1.1547}\times1000=423.9\ \text{N/m}.$$

Their mean is 414.8 N/m, and the analytic value is 414.9 N/m. Half their difference, $-9.05$ N/m, is the odd error of the plus run. It can also be predicted: central differences of analytic second-derivative matrices, with the hydrogen moved by ±0.02 bohr along each axis, give $\Psi$, and then $\tfrac12Sa=-9.06$ N/m.

## The general copying rule

Let the energy $E$ of $N$ atoms be invariant under operations $g=(R,p)$, where $R$ is an orthogonal matrix and atom $j$ is sent to atom $p(j)$. The transformed displacements are $(gu)_{p(j)}=Ru_j$. Differentiating $E(gu)=E(u)$ with respect to $u_j$ gives, by the chain rule,

$$F_j(u)=R^{T}F_{p(j)}(gu),\qquad\text{so}\qquad F_{p(j)}(gu)=R\,F_j(u).$$

Let atom $i$ alone be displaced, and let $S_i$ be its site group, the operations with $p(i)=i$. Each of them turns the forces for $\mathbf d$ into the forces for $R\mathbf d$ on the same atom. Both the vectors and the atom labels must be transformed.

For an operation that moves $i$ to another atom, insert the linear force $F_j=-\Phi_{ji}\mathbf d$ on both sides. Since $\mathbf d$ is arbitrary,

$$\Phi_{p(j)p(i)}=R\,\Phi_{ji}R^{T}.$$

One atom from each symmetry class is therefore enough. A periodic supercell is treated in the same way, provided that the operations also preserve the supercell.

## How many displacements are needed

Let $\chi(R)=\pm1$ be a real one-dimensional representation of $S_i$, occurring $n_\chi$ times among the three directions of space. Its projector is

$$P_\chi=\frac1{|S_i|}\sum_{R\in S_i}\chi(R)R,\qquad P_\chi R\mathbf d=\chi(R)P_\chi\mathbf d .$$

After projection, all members of one orbit lie on a single line. Thus $m$ displacements supply at most $m$ independent vectors in an $n_\chi$-dimensional subspace, and $m\ge n_\chi$.

This bound can be reached. The span of an orbit is unchanged by the group, so it contains the projections of $\mathbf d$ on all inequivalent parts of space. A nonzero vector in an irreducible part generates that whole part. An irreducible part of dimension two or three occurs at most once in three dimensions, so one displacement can serve it. Repeated one-dimensional parts are served by giving each displacement a different copy. Therefore

$$m_i=\max\bigl(1,\max_\chi n_\chi\bigr).$$

The low-symmetry cases follow directly:

- $n_\chi=3$ requires every $R$ to be $+\mathbf 1$ or $-\mathbf 1$. These are the groups $1$ and $\bar1$, with three displacements.
- $n_\chi=2$ requires every $R$ to act as one common sign on a plane and as a sign on its normal. This leaves $2$, $m$ and $2/m$, with two displacements.
- The other 27 crystallographic point groups need one.

Inversion does not reduce the count, because $-\mathbf d$ is not independent of $\mathbf d$. Its benefit is the cancellation of odd errors.

The word "minimal" has a restricted meaning here: one atom moves at a time, and its columns of $\Phi$ are obtained from its own motion. Translational invariance can lower the count further. A uniform shift produces no force, so $\sum_i\Phi_{ji}=0$, and the columns of one atom follow from those of all the others.

## The pseudoinverse and its rank

Collect all rotated displacements of atom $i$ as columns $\mathbf d_n$ of $D$, and the corresponding forces on all atoms as columns of $F$. Minimizing the squared norm of $F+\Phi D$ requires

$$(F+\hat\Phi D)D^{T}=0 .$$

If $D$ has rank 3, $M=DD^{T}$ is invertible and

$$\hat\Phi=-FD^{T}M^{-1}=-FD^{+}.$$

If the rank is lower, $D^{+}$ still exists and returns a matrix without any warning. It sets the response to the missing direction to zero.

The hydrogen atom shows the size of the damage. Use the identity and $z\to-z$ alone. The orbit of $a(1,1,1)$ is then $a(1,1,\pm1)$, of rank 2, and the direction $(1,-1,0)$ is missing. The fit returns $\Phi P$, where $P$ projects on the spanned plane and $P_{xx}=P_{yx}=\tfrac12$. For the hydrogen's own block,

$$\hat\Phi_{xx}=\tfrac12(\Phi_{xx}+\Phi_{xy})=\tfrac12\Phi_{xx},$$

because $\Phi_{xy}=0$. Half of the analytic 414.9 N/m is lost. The largest error of any element in these columns is indeed 207.5 N/m, even though a plus-minus pair was used. A second pair of length 2 pm along $(1,-1,0)$ restores rank 3 and reduces the largest error to 0.15 N/m.

## When the cubic contamination cancels

Expand the force on atom $j$ for displacements of atom $i$:

$$F_j(\mathbf d)=-\Phi_{ji}\mathbf d-\tfrac12\Psi_j(\mathbf d,\mathbf d)-\tfrac16X_j(\mathbf d,\mathbf d,\mathbf d)+O(h^4).$$

Here $\Psi_j$ and $X_j$ hold the third and fourth energy derivatives, with one derivative taken on atom $j$ and the rest on atom $i$. Insert this in $-FD^{T}M^{-1}$. The linear term gives $\Phi_{ji}DD^{T}M^{-1}=\Phi_{ji}$. The next one gives

$$\hat\Phi_{ji}-\Phi_{ji}=\tfrac12\,\Psi_j\!:\!T\,M^{-1}+O(h^2),\qquad
T_{\gamma\delta\epsilon}=\sum_n d_{n\gamma}d_{n\delta}d_{n\epsilon},$$

where the colon sums over $\gamma$ and $\delta$. Since $T$ scales as $h^3$ and $M$ as $h^2$, the error is of order $h$, as the opening argument required.

If $T=0$, this term vanishes for every $\Psi$. Conversely, suppose some component $T_{\gamma\delta\epsilon}$ with $\epsilon=\epsilon_0$ is nonzero. Choose one row of $\Psi_j$ equal to $T_{\gamma\delta\epsilon_0}$. The contraction then contains $\sum_{\gamma\delta}T_{\gamma\delta\epsilon_0}^2>0$, and the invertible matrix $M^{-1}$ cannot remove it. So $T=0$ is necessary and sufficient for cancellation with unrestricted $\Psi$. In a particular molecule, symmetry or accident may remove individual elements even when $T\ne0$.

Three ways to obtain $T=0$ are used here.

**The site group reverses the displacement.** If $R_0\mathbf d=-\mathbf d$ for some $R_0$ in $S_i$, the orbit is its own reverse and $T=-T=0$. An explicit minus run would be a rotated copy of the plus run.

**The site group admits no cubic invariant.** The polynomial $\sum_n(\mathbf d_n\cdot\mathbf r)^3$ has the components of $T$, multiplied by the multinomial factors 1, 3 or 6, as coefficients and is invariant under $S_i$. The number of independent cubic invariants is

$$\frac1{|S_i|}\sum_R\frac{t_1^3+3t_1t_2+2t_3}{6},\qquad t_k=\operatorname{tr}R^k .$$

The fraction is the trace of $R$ acting on cubic polynomials, that is, the sum of $\lambda_a\lambda_b\lambda_c$ over $a\le b\le c$ for the eigenvalues $\lambda$ of $R$. Evaluated for the 32 point groups, the count is zero for the 11 groups with inversion and for $422$, $622$ and $432$.

The last three can be understood by hand. Each contains half-turns about $x$, $y$ and $z$, which leave $xyz$ as the sole possible cubic invariant. A quarter-turn about $z$ sends $xyz$ to $-xyz$, which excludes it in $422$ and $432$. In $622$ the threefold rotation about $z$ does not preserve $xy$. Yet a displacement along $(1,2,3)$ at a $432$ site has no reverse in its orbit. The presence of $-\mathbf d$ is thus sufficient for cancellation, but not necessary.

**An explicit minus run is added.** This works at any site when the total $T$ of the chosen displacements is nonzero: reversing all of them doubles $M$ and cancels $T$. It is not the only remedy. At a $\bar43m$ site the single cubic invariant is $xyz$, so $T$ is fixed by $d_xd_yd_z$, and the orbits of $(1,4,6)$ and $(-2,3,4)$, each with 24 distinct members and with products $24$ and $-24$, cancel each other although neither is the reverse of the other.

None of these removes the $X_j$ term. It is odd in $\mathbf d$, so its contribution to $\hat\Phi$ is even under reversal, and it is of order $h^2$. If the starting structure has a residual force $F_j^0$, the fit also acquires the error $-F_j^0\sum_n\mathbf d_n^{T}M^{-1}$, which grows as $1/h$. A plus-minus pair cancels this too, since $\sum_n\mathbf d_n=0$.

## The complete BH₃ matrix

The boron site has the full symmetry of the molecule, $\bar6m2$. Space splits into the molecular plane and its normal, two inequivalent parts, so one displacement with a component in each is enough. Its direction still matters. The single cubic invariant of this group is $x^3-3xy^2$, which is proportional to $\cos3\varphi$ for an in-plane component at angle $\varphi$ from a bond. Along $(1,0,1)$, $\varphi=0$ and $T\neq0$. Along $(0,1,1)$, $\varphi=90^\circ$ and $T=0$; the half-turn about $x$ reverses this vector.

At the hydrogen site no single spanning displacement has this property. Spanning requires $d_x\ne0$, and every site operation preserves $d_x$, so $T_{xxx}=4d_x^3\ne0$. A pair is required.

The largest error of any element in the atom's columns, relative to the analytic matrix and in N/m, is:

| Displacement | 1 pm | 2 pm | 4 pm |
|---|---:|---:|---:|
| B, (1,0,1) | 8.03 | 16.02 | 31.84 |
| B, (0,1,1) | 0.07 | 0.28 | 1.10 |
| H, (1,1,1) | 4.59 | 9.22 | 18.57 |
| H, pair | 0.03 | 0.12 | 0.48 |

Doubling the step doubles the contaminated errors and quadruples the others. For boron, both choices cost one force calculation. At 2 pm the better direction reduces the largest error from 16.0 to 0.28 N/m.

Three calculations, one for boron and two for hydrogen, give the complete $12\times12$ matrix with a largest error of 0.28 N/m. Central differences along all Cartesian coordinates would take $2\times12=24$. The sum rule can replace the boron run: the boron columns obtained from the hydrogen columns have a largest error of 0.35 N/m. Two calculations would then suffice.

The vibrational wavenumbers follow from the symmetrized, mass-weighted matrix, with average atomic masses of 10.81 u for B and 1.008 u for H. The table lists the six largest eigenvalues. The other six belong to rigid translation and rotation and vanish for the analytic matrix, but the fitted matrices are not exactly invariant: at 2 pm these eigenvalues reach about 250 cm⁻¹ for the contaminated matrix and an imaginary 45 cm⁻¹ for the cancelled one. Projecting the rigid motions out leaves the table unchanged to the digits shown. In cm⁻¹, for a step of 2 pm:

| Mode | Contaminated | Cancelled | Analytic |
|---|---:|---:|---:|
| 1 | 1237.1 | 1217.3 | 1218.3 |
| 2, 3 | 1313.4 | 1296.7 | 1297.5 |
| 4 | 2641.1 | 2669.7 | 2669.9 |
| 5, 6 | 2773.3 | 2797.1 | 2797.3 |

The contaminated column uses B along (1,0,1) and the single H displacement. Its largest deviation from the analytic result is 29 cm⁻¹, against 1.0 cm⁻¹ after cancellation. The degenerate pairs remain degenerate in all three columns, so intact degeneracies do not show that the cubic error is absent. The step dependence of the force constants does reveal it. So does a reversed run at the same step, as the two hydrogen estimates of 405.8 and 423.9 N/m showed. From the step dependence alone and without a reference, three steps $h$, $h/2$ and $h/4$ show the order of the error: an error $ch$ gives successive changes $ch/2$ and $ch/4$, which halve, while an error $ch^2$ gives $3ch^2/4$ and $3ch^2/16$, which fall to a quarter.

## The procedure

1. Find the operations that preserve the structure, and select one atom from each symmetry class.
2. For each selected atom, choose $m_i$ displacements whose combined orbit has rank 3. Among these, prefer directions with $T=0$.
3. If the total $T$ is nonzero, add the reverse of each displacement whose own orbit has $T\ne0$.
4. Compute the forces, rotate them together with the atom labels, and form $\hat\Phi=-FD^{+}$.
5. Transfer the columns to the equivalent atoms by $\Phi_{p(j)p(i)}=R\Phi_{ji}R^{T}$.
6. Repeat with another step length to judge the remaining error of order $h^2$.
